Bradley's pull-off force for a rigid sphere on a rigid plane

A small particle left on a wafer after polishing is held by forces that reach less than a nanometre or so, although the particle itself may be a thousand times larger. To lift it straight off, one must overcome these forces over a small patch around the point of closest approach. It would seem that the required pull depends on details of the attraction: how strong it is at its peak, how fast it decays, where repulsion sets in. For a smooth rigid sphere on a smooth rigid plane these details cancel, to leading order in the ratio of force range to radius. What remains is the radius and one energy per area.

**Setting and assumptions**

Take two flat half-spaces, made of the materials of the sphere and the plane and separated by the actual medium, with a gap h between them. Let σ(h) be the force per area between them, counted positive for attraction. The work per area needed to separate them from gap h to infinity is

E(h) = ∫_h^∞ σ(h′) dh′, so that dE/dh = −σ(h).

The assumptions are as follows.

(A1) Sphere and plane are rigid and smooth, and the sphere has radius R.

(A2) σ is continuous for h > 0 and changes sign once: it is negative (repulsive) for h < h0 and positive for h > h0. The integral E is finite.

(A3) The pull is applied slowly along the normal, and thermal agitation is left out.

Left to themselves, the flats rest at h0. The work needed to part them from there is the work of adhesion,

w = E(h0).

Since dE/dh = −σ, E rises up to h0 and falls beyond it, so w is the largest value of E. It is a property of the flat pair and contains no R. The range of the interaction is defined as the length

ℓ = (1/w) ∫_{h0}^∞ E(h) dh,

assumed finite. Let D be the smallest gap between sphere and plane, F(D) the total attraction on the sphere, and F_c the largest value (least upper bound) of F over all D. This is the pull-off force; Lemma 2 justifies the name.

**Theorem**

(a) If each element of the sphere's surface feels the traction σ of flats at the local gap, and the sphere is replaced by its osculating paraboloid, then

F(D) = 2πR E(D) and F_c = 2πRw.

(b) If the forces are sums over pairs of volume elements, then for the full sphere with R > h0

1 − ℓ/R ≤ F_c/(2πRw) ≤ 1.

Part (a) gives the simple law; the force 2πRw is called Bradley's value. Part (b) states, for pairwise forces, how far the law can be wrong: the pull-off force lies below 2πRw by at most the fraction ℓ/R of 2πRw.

**Proof of part (a)**

At distance r from the axis, the lower surface of the sphere lies at the gap

h = D + R − √(R² − r²) = D + r²/(2R) + r⁴/(8R³) + …

The forces act where h − D is comparable with ℓ, that is, for r up to about √(2Rℓ). There the slope r/R is about √(2ℓ/R), which is small when ℓ ≪ R. The surfaces are then nearly parallel and the quartic term is small compared with the quadratic one. Keeping the quadratic term gives the paraboloid

h = D + r²/(2R), hence dh = r dr/R, or r dr = R dh.

A ring between r and r + dr has projected area 2πr dr = 2πR dh. Adding the rings, and extending r to infinity because the distant ones contribute negligibly,

F(D) = ∫_0^∞ 2πr σ(D + r²/(2R)) dr
= 2πR ∫_D^∞ σ(h) dh
= 2πR E(D).

The largest value of E is w, reached at D = h0. Therefore F_c = 2πRw. ∎

The cancellation is contained in the relation 2πr dr = 2πR dh: every interval of gap of given width occupies the same area, wherever it lies. An attraction that is strong but short-ranged acts on a small area, a weak one of longer range on a larger area. The interacting area is about 2πRℓ and the mean traction about w/ℓ; in the product ℓ drops out. The pull-off force thus measures the area under the curve σ(h) from h0 outwards, and not its height.

The repulsion is not irrelevant. It fixes h0, and it is part of σ beyond h0, so it helps to set w. Once w is known, no further information about it is needed at this order.

**Lemma 1: the sphere with pairwise forces**

Let f(z) be the attraction exerted by the half-space on unit volume of the sphere's material at height z. A flat body whose face lies at gap h collects

σ(h) = ∫_h^∞ f(z) dz, so that f(z) = −dσ/dz.

Then for every D > 0

F(D) = 2π ∫_0^{2R} (R − s) σ(D + s) ds (1)

F(D) = 2π [R E(D) + R E(D + 2R) − ∫_0^{2R} E(D + s) ds]. (2)

Proof. At height s above its lowest point the sphere has a disc-shaped section of squared radius R² − (R − s)² = s(2R − s). All points of this disc are at height D + s above the plane, so

F(D) = ∫_0^{2R} πs(2R − s) f(D + s) ds.

Insert f(D + s) = −dσ(D + s)/ds and integrate by parts:

F(D) = −π[s(2R − s) σ(D + s)]_0^{2R} + π ∫_0^{2R} (2R − 2s) σ(D + s) ds.

The bracket vanishes at both ends, which leaves (1). Next insert σ(D + s) = −dE(D + s)/ds and integrate by parts again. Since d(R − s)/ds = −1,

∫_0^{2R} (R − s) σ ds = −[(R − s) E(D + s)]_0^{2R} − ∫_0^{2R} E(D + s) ds.

The bracket equals −R E(D + 2R) − R E(D). With its minus sign it supplies the first two terms of (2). ∎

**Proof of part (b)**

Lower bound. F_c is at least F(h0). In (2) with D = h0, the term R E(h0 + 2R) is not negative, because σ > 0 beyond h0. For the same reason the last integral is at most ∫_{h0}^∞ E dh = wℓ. Hence

F_c ≥ F(h0) ≥ 2π(Rw − wℓ) = 2πRw(1 − ℓ/R).

Upper bound. Use (1). If D ≥ h0, σ is nowhere negative in the integral and R − s ≤ R, so F(D) ≤ 2πR E(D) ≤ 2πRw. If D < h0, split the integral at s = h0 − D. Below the split, σ ≤ 0, while R − s > 0 because s ≤ h0 − D < R; this part does not add to the attraction. Above the split, σ ≥ 0 and R − s ≤ R, so this part is at most R ∫_{h0}^∞ σ dh = Rw. Again F(D) ≤ 2πRw. ∎

As ℓ/R → 0 the two bounds meet, and Bradley's value follows without the paraboloid. If E decays so slowly that ℓ is infinite, the same proof holds with ℓ replaced by (1/w)∫_0^{2R} E(h0 + s) ds. For a traction falling as h⁻², E falls as h⁻¹ and this length grows as the logarithm of R, so its ratio to R still tends to zero. For a traction falling as h⁻¹, w itself is infinite and the statement loses its meaning.

**Lemma 2: the largest force is the one at which the sphere is pulled off**

Let the sphere hang from a spring of stiffness k whose upper end is raised slowly. Suppose that it starts in balance at a gap below h0, which requires a repulsion strong enough to hold it there. With X the raised coordinate, measured so that the spring is relaxed at D = X, balance requires

k(X − D) = F(D).

A small outward displacement δD changes the net outward force k(X − D) − F(D) by −(k + dF/dD) δD. The balance is stable when k + dF/dD > 0. From part (a),

dF/dD = −2πRσ(D).

For D ≤ h0 this derivative is positive or zero, so the sphere is stable for every k > 0. Differentiating the balance gives dD/dX = k/(k + dF/dD) > 0: the sphere moves out steadily as the spring is raised and passes h0, where the spring reads 2πRw. Beyond h0 the attraction is smaller. A jump can occur only there, at the point where 2πRσ(D) reaches k; if k exceeds 2πR times the peak traction, there is no jump at all. In either case the largest reading is 2πRw. With a dead load instead of a spring, balance is possible up to 2πRw and impossible above it. ∎

**Remark: more than one change of sign**

If σ changes sign several times, as when a repulsive barrier lies outside the contact, part (a) still gives F = 2πR E(D). The largest force is then 2πR times the largest value of E. This is 2πRw if E(h0) is that largest value. If E instead takes its largest value at another gap, the flats can rest there too, the attraction on the sphere is largest there, and w no longer sets the maximum. If E is negative at every gap, the sphere is repelled at every distance and there is no pull-off force.

**Corollary: two spheres**

For rigid spheres of radii R1 and R2 the gap near the axis is h = D + r²/(2R1) + r²/(2R2). This is the paraboloid used above with

1/R = 1/R1 + 1/R2.

The proof of part (a) then applies unchanged and gives F_c = 2πRw with this R. Two equal spheres are parted by half the force that parts one of them from a plane, at the same w. As R2 → ∞ the plane is recovered.

**An explicit traction law**

Let volume elements interact through the pair energy −C/r⁶ + B/r¹², with number densities n1 in the half-space and n2 in the sphere. Integrating r⁻ᵐ over a half-space whose surface is a distance z away gives

∫_z^∞ dH ∫_0^∞ 2πρ (H² + ρ²)^(−m/2) dρ
= [2π/(m − 2)] ∫_z^∞ H^(2−m) dH
= 2π z^(3−m)/[(m − 2)(m − 3)].

The factor is π/6 for m = 6 and π/45 for m = 12. One particle of the sphere therefore has the energy

U(z) = −πn1C/(6z³) + πn1B/(45z⁹).

The attraction per volume is f = n2 dU/dz, and integrating it from h to infinity gives

σ(h) = −n2U(h) = πn1n2 [C/(6h³) − B/(45h⁹)].

The zero lies at h0⁶ = 2B/(15C). With K = πn1n2C/(6h0³) this becomes σ = K[(h0/h)³ − (h0/h)⁹], and integration yields

E(h) = K h0 [(1/2)(h0/h)² − (1/8)(h0/h)⁸].

At h = h0 the bracket is 3/8, so K = 8w/(3h0), and

σ(h) = (8w/3h0)[(h0/h)³ − (h0/h)⁹],
E(h) = w[(4/3)(h0/h)² − (1/3)(h0/h)⁸].

In this law the attractive tail alone would give 4w/3, of which the repulsion takes back w/3. The range is

ℓ = (4/3)h0 − (1/3)(h0/7) = 9h0/7.

The Hamaker constant A = π²n1n2C is defined so that the tail of σ is A/(6πh³). Comparison of the tails gives A = 6πh0³ · 8w/(3h0) = 16πwh0².

The bounds of part (b) can be sharpened here. At large h, E ≈ (4/3)w(h0/h)². In (2) with D = h0, the term E(h0 + 2R)/w is then about (1/3)(h0/R)², and the part of wℓ lying beyond the top of the sphere, divided by Rw, is about (2/3)(h0/R)². The maximum also moves slightly outwards. With D = h0 + x and small x, dF/dD ≈ 2π[w − Rσ′(h0)x], which vanishes at x = w/(Rσ′(h0)). Since σ′(h0) = 16w/h0², x = h0²/(16R). The force gained by this shift is πw²/(Rσ′(h0)), or (1/32)(h0/R)² relative to 2πRw. Altogether

F_c/(2πRw) ≈ 1 − (9/7)(h0/R) + (33/32)(h0/R)².

Direct numerical integration of the pair forces over half-space and sphere gives the ratios 0.881, 0.9685 and 0.9920 for R/h0 = 10, 40 and 160. The expansion gives 0.882, 0.9685 and 0.9920. All three ratios lie between the bounds of part (b). A particle with a radius of only ten equilibrium gaps is thus held by 12 % less than Bradley's value.

**Worked example: a silica particle on an oxidized wafer in water**

Consider a silica sphere one micrometre in diameter on an oxidized silicon wafer. Rough typical inputs are R = 500 nm, w = 4.0 mJ/m² and h0 = 0.20 nm. Because 1 nm × 1 mJ/m² = 1 pN,

F_c = 2π × 500 × 4.0 pN = 12 566 pN ≈ 12.6 nN.

With the explicit law, ℓ = 9 × 0.20/7 = 0.257 nm. The interacting zone has a radius of about √(2 × 500 × 0.257) = 16 nm, where the slope of the sphere is 0.032. The finite range lowers the force by 0.257/500, or 0.05 %.

To see what the shape of σ does, hold R, w and h0 fixed and compare this law with two others, written with x = h − h0:

Morse form: σ = 2aw(e^(−ax) − e^(−2ax)), a = 2 nm⁻¹
narrow form: σ = (wx/b²) e^(−x²/(2b²)), b = 0.03 nm

Both integrate to w from x = 0 to infinity. Only this outer part enters the pull-off force; closer in, the repulsion may be taken as steep as is needed to hold the sphere. The peak tractions are 4.0 MPa for the Morse form, 20.5 MPa for the explicit law and 80.9 MPa for the narrow form. Two rigid parallel flat faces would part at the peak traction times their area, so their pull-off forces would differ by a factor of 20 between the extremes. For the sphere, equation (1) gives 12.548, 12.560 and 12.565 nN, a spread of 0.14 %. The small deficits follow ℓ/R: the ranges are 0.75, 0.257 and 0.038 nm, and the forces lie 0.15, 0.051 and 0.0075 % below 2πRw.

**What the assumptions leave out**

Elasticity. A point load P on an elastic half-space displaces the surface at distance r by P(1 − ν²)/(πEᵧr), with Eᵧ Young's modulus and ν Poisson's ratio. For two bodies of the same material, define 1/E* = 2(1 − ν²)/Eᵧ. Adding the loads σ · 2πr dr, the gap at the centre closes by

u = (2/E*) ∫_0^∞ σ dr.

With σ of order w/h0 over a radius of order √(Rh0), u/h0 is of order √R w/(E* h0^(3/2)). This is μ^(3/2), where μ = [Rw²/(E*²h0³)]^(1/3) is the Tabor parameter. Rough values for silica, Eᵧ = 70 GPa and ν = 0.17, give E* = 36 GPa, μ = 0.09 and u = 0.012 nm, or 6 % of h0. This is a scale for the change of gap, not the error of the force: a uniform closing would merely shift D and leave the maximum unchanged, and only the non-uniform part counts. Solving the elastic and traction equations together lowers the pull-off force by about 1.4 % for this particle, much more than the finite range does, and by about 17 % at μ = 1. The rigid theorem thus suits this particle to about one per cent, but not a soft one with μ of order one or more.

Thermal escape. Under a dead load P < F_c the sphere rests in a well, closed by a barrier of height ∫(F − P) dD taken between the two gaps where F = P. At 298 K the barrier is 20 kT when P = 0.84 F_c = 10.5 nN. The Boltzmann factor is then about 2 × 10⁻⁹, so that a long wait at this load could release the particle. How long depends on the rate of attempts, which is not computed here.

Double layer. With a surface potential of 30 mV held constant, a Debye length of 3 nm and the linearized theory, the repulsion stores 0.20 mJ/m² at the gap h0. If the 4.0 mJ/m² above is taken to exclude it, w and the pull-off force fall by 5 %. At 30 mV, eψ/kT is about 1.2, at the edge of the linear theory, but the nonlinear Poisson–Boltzmann equation changes the value only to 0.205 mJ/m². It is a low estimate for real silica: surfaces that keep their charge rather than their potential repel much more strongly at such small gaps, storing about 1.0 mJ/m², a quarter of w, in the nonlinear theory. With these inputs and the explicit law, the repulsion exceeds the attraction at gaps between about 2.4 and 26 nm. The outer value is only nominal, since retardation, left out here, weakens the real attraction at such gaps. The total traction then changes sign three times and the remark on several signs applies; the largest value of E is still the one at contact.

Roughness. Suppose bumps hold the sphere at a gap h0 + b, and leave out the adhesion of the bumps themselves. This is justified only for narrow bumps whose summit radius is small compared with R. By the corollary, a wide bump adheres like a second sphere: a Gaussian bump of height 0.3 nm, b e^(−r²/(2s²)), leaves 0.27, 0.53 and 0.87 of F_c for s = 3, 10 and 30 nm, and a sphere seated in a matching hollow can be held by more than F_c. By part (a) the remaining force is the fraction E(h0 + b)/w of F_c. For b = 0.3 nm the gap is 0.5 nm and

(4/3)(0.4)² − (1/3)(0.4)⁸ = 0.213,

which leaves 2.7 nN. For b = 1.0 nm the fraction is 0.037, which leaves 0.5 nN. Both values leave out the double layer. Its repulsion decays more slowly than the attraction at these gaps, and with the inputs above it is enough to cancel the remaining 0.5 nN.

Weight. The buoyant weight of the sphere is 0.005 pN for a density excess over water of 1000 kg/m³ (0.006 pN for dense fused silica), negligible beside any of these forces.

**The model beside a real wafer**

The inputs correspond to a Hamaker constant of 8 zJ, which is of the usual order for silica across water. The least certain input is w, since adsorbed water, pH and dissolved salt all alter the short-range forces; the predicted force changes in proportion. Smoothness is an assumption that real surfaces can break severely. In this model narrow bumps that hold the sphere a few tenths of a nanometre off already remove most of the force, far more than elasticity, finite range or a double layer at constant potential do. Roughness of the same height spread over tens of nanometres removes much less and can even raise the force, so the lateral scale matters as much as the height. The value 12.6 nN is therefore a reference for ideally smooth surfaces with the stated w, not a forecast for a given particle. It also concerns a pull along the normal. A cleaning flow pushes sideways and can roll or slide a particle, and the force needed for that does not follow from this theorem.

The computed values are collected in the numerical output below.

Computed results

```
EXAMPLE: silica sphere, oxidized wafer, water (rough inputs)
radius R = 500 nm
work of adhesion w = 4.0 mJ/m^2
equilibrium gap h0 = 0.20 nm
Hamaker constant 16 pi w h0^2 = 8.04 zJ
Bradley pull-off force = 12.566 nN
interacting-zone radius sqrt(2 R range) = 16.0 nm
surface slope at that radius = 0.0321 (no unit)
SAME w, THREE TRACTION LAWS
power 3-9: peak traction = 20.53 MPa, range = 0.2571 nm
power 3-9: pull-off = 12.5599 nN, deficit = 0.0514 %
Morse: peak traction = 4.00 MPa, range = 0.7500 nm
Morse: pull-off = 12.5475 nN, deficit = 0.1500 %
narrow: peak traction = 80.87 MPa, range = 0.0376 nm
narrow: pull-off = 12.5654 nN, deficit = 0.0075 %
DIRECT INTEGRATION OF PAIR FORCES
R/h0 = 10: force/(2 pi R w) = 0.88112, D/h0 at maximum = 1.00648
R/h0 = 40: force/(2 pi R w) = 0.96849, D/h0 at maximum = 1.00158
R/h0 = 160: force/(2 pi R w) = 0.99200, D/h0 at maximum = 1.00039
SPRING TEST (stiffness in units of F_c/h0)
stiffness 0.1: largest pull/F_c = 1.0000
stiffness 1.0: largest pull/F_c = 1.0000
stiffness 50.0: largest pull/F_c = 1.0000
NEGLECTED EFFECTS
Young modulus = 70 GPa, Poisson ratio = 0.17
contact modulus E* = 36.04 GPa
Tabor parameter = 0.0916 (no unit)
elastic centre deflection = 0.0117 nm
elastic deflection / h0 = 0.059 (no unit)
temperature = 298 K, kT = 4.114 zJ
load with 20 kT barrier / F_c = 0.839 (no unit)
load with 20 kT barrier = 10.54 nN
surface potential = 30 mV, Debye length = 3 nm
relative permittivity of water = 78
double-layer repulsion per area = 0.200 mJ/m^2
double-layer repulsion / w = 5.0 %
roughness stand-off 0.3 nm: force/F_c = 0.2131
roughness stand-off 1.0 nm: force/F_c = 0.0370
density excess over water = 1000 kg/m^3
buoyant weight = 0.00513 pN
```
